Largest Recoil in a Thin Layer: Fréchet Law and Its Cutoff

**1. What the mean loss conceals**

A 50 keV aluminium ion crosses 10 nm of aluminium. In the model used below, it gives on average 4242 eV to target atoms through nuclear collisions. If that energy were shared among many similar collisions, every ion would leave nearly the same damage. In this model, however, half of the ions make no recoil above 595 eV, while one in ten makes a recoil above about 9.9 keV. The mean loss describes neither group. What is needed is the distribution of the largest single recoil.

Let E be the ion energy, x the layer thickness and N the number of target atoms per volume. T is the energy given to one target atom, and M is the largest T among the recoils made directly by the ion. Three assumptions hold throughout the derivation: the atoms are placed at random, so that collisions are independent; the path is straight; and E is constant across the layer.

**2. Simple case: one threshold**

Fix an energy t and ask for the probability that no recoil exceeds it. Let σ(>t) be the cross section for transfers above t, and P(x) the probability that none has occurred by depth x. In a further slice dx such a collision has probability Nσ(>t)dx. Independence gives

P(x + dx) = P(x)[1 − Nσ(>t)dx],

so dP/dx = −Nσ(>t)P. Since P(0) = 1,

P(M ≤ t) = exp[−Λ(t)],  Λ(t) = N x σ(>t).   (1)

Λ(t) is the mean number of recoils above t. For Λ << 1, the probability of exceeding t is 1 − e^(−Λ) ≈ Λ, as expected for a rare event. Equation (1) uses only collisions above t, so it remains valid when the number of softer collisions is infinite.

A limit on the random-gas picture comes from stacking the atoms in planes. For a rough count, put the planes N^(−1/3) apart, as in a simple cubic crystal of the same density; the example layer then has xN^(1/3) = 39.2 of them. If each gives an independent chance q = ln 2/39.2 of a recoil above t, the probability of none is (1 − q)^39.2 = 0.4969. Equation (1) gives 0.5 for the same mean number. This kind of discreteness is unimportant here; correlation between planes is a separate matter, taken up in section 8.

**3. Where a power law comes from**

Start with the repulsive potential V = κ/r². Let p be the impact parameter, μ the reduced mass, v the relative speed and E_c = μv²/2 the centre-of-mass energy. For a weak deflection, the transverse force is integrated along the undisturbed line r² = p² + z², with dt = dz/v. The transverse momentum is −(1/v)(d/dp)∫V dz. Dividing by μv, and using μv² = 2E_c, gives the centre-of-mass angle

θ = −[1/(2E_c)] (d/dp) ∫V dz.   (2)

The integral over all z is κπ/p, hence θ = πκ/(2E_c p²).

The angle fixes the energy transfer. In the centre-of-mass frame the target has speed V_c = M₁v/(M₁ + M₂), where M₁ and M₂ are the ion and target masses. The collision turns its velocity by θ, a change of magnitude 2V_c sin(θ/2). The target was at rest in the laboratory, so this change is its recoil speed. With E = M₁v²/2,

T = ½M₂[2V_c sin(θ/2)]² = T_m sin²(θ/2),
T_m = 4M₁M₂E/(M₁ + M₂)².

For small θ, √(T/T_m) = θ/2 = πκ/(4E_c p²). Smaller p means larger T, so the disc of area πp² contains all transfers above T:

σ(>T) = [π²κ/(4E_c)] √(T_m/T).   (3)

Now let V = κr^(−1/m), with 0 < m < 1. Putting z = pw,

∫V dz = κJ p^(1−1/m),  J = ∫(1 + w²)^(−1/(2m)) dw,

where w runs over all real values; J converges because 1/m > 1. Differentiation in (2) gives

θ = Aκp^(−1/m)/(2E_c),  A = (1/m − 1)J.

Setting θ/2 = √(T/T_m) and solving for p,

p² = [Aκ/(4E_c)]^(2m) (T_m/T)^m.   (4)

For m = 1/2, J = A = π and (3) returns. Since E_c and T_m are both proportional to E, the energy factors combine as E^(−2m)E^m = E^(−m). Therefore σ(>T) = (C/m)E^(−m)T^(−m), where C does not depend on E. The differential cross section is minus its derivative:

dσ = C E^(−m) T^(−1−m) dT.   (5)

This was tested against numerically integrated classical orbits for 1/r² and 1/r³, with V(p)/E_c equal to 0.001 and 0.002. The areas agree with (4) within 0.5 %. The derivation covers weak deflections; using (5) up to T_m is a modelling choice. Section 8 compares the result with that of a screened cross section.

**4. No cutoff: the Fréchet law**

First suppose that (5) extends to infinite T. Then

Λ(t) = N x C E^(−m) ∫ₜ^∞ T^(−1−m) dT = (N x C E^(−m)/m) t^(−m).

The lower limit supplies the positive sign, and the upper limit vanishes because m > 0. Define

s = (N x C E^(−m)/m)^(1/m).   (6)

Then Λ = (t/s)^(−m), and (1) becomes

P(M ≤ t) = F₀(t) = exp[−(t/s)^(−m)],  t > 0.   (7)

This is the Fréchet distribution with shape parameter m and scale s. No limit of many collisions was taken: within the assumptions, (7) holds for any thickness. The shape parameter is the exponent of the integrated cross section, not the exponent 1 + m in (5).

Both ends behave correctly. As t → 0, F₀ → 0, because the uncut law contains infinitely many soft recoils. As t → ∞, F₀ → 1 and 1 − F₀ ≈ (s/t)^m, which is the mean number of recoils above t. Setting F₀ = 1/2 gives the median s(ln 2)^(−1/m).

Equation (6) shows that s is proportional to x^(1/m)/E. At m = 1/2 and fixed E, doubling the thickness multiplies s by four. At fixed x, a faster ion has a smaller s, because its collisions at given p transfer less energy.

The law was tested by placing 400 atoms at random in a disc around the path, 20 000 times, and taking M from the nearest atom. The energy range extended until the mean number of recoils above it was 10⁻⁶. The largest differences between the simulated and predicted cumulative probabilities were 0.0052, 0.0040 and 0.0044 for m = 1/3, 1/2 and 0.8. The allowance for sampling noise and the finite number of atoms was 0.0148.

The moments show how broad this law is. With y = (t/s)^(−m), we have t = s y^(−1/m) and F₀ = e^(−y). As t rises from 0 to ∞, y falls from ∞ to 0, so

⟨M^q⟩ = s^q ∫₀^∞ y^(−q/m) e^(−y) dy = s^q Γ(1 − q/m),  q < m.

For q ≥ m the integral diverges at y = 0, the end of large recoils. The mean, q = 1, is therefore infinite for every m considered here. To see how it grows, count any M above L as L. Since min(M, L) is the integral over t from 0 to L of an indicator that equals 1 when M > t,

⟨min(M, L)⟩ = ∫₀^L [1 − F₀(t)] dt ≈ s^m L^(1−m)/(1 − m),  L >> s.

The approximation inserts the tail (s/t)^m. It is approached slowly: the relative error is of order (s/L)^m or (s/L)^(1−m), whichever is larger, so at L = 100 s the exact value is only 0.84 of the estimate for m = 1/2 and 0.61 for m = 0.8. For m = 1/2 and L = 10¹⁰ s, numerical integration agrees within 0.1 %. The result depends on L, so a physical mean requires the physical cutoff.

**5. The kinematic cutoff**

No recoil can exceed T_m. For t < T_m the upper limit of the integral is now T_m, and

Λ(t) = (t/s)^(−m) − b,  b = (T_m/s)^(−m) = (s/T_m)^m.

Equation (1) gives

F(t) = exp[b − (t/s)^(−m)] = F₀(t)/F₀(T_m),  0 < t ≤ T_m.   (8)

The true law is the Fréchet law conditioned on M ≤ T_m. At the top F(T_m) = 1, as it must be. The number b is the mean number of forbidden recoils that the uncut law would add.

Below T_m, F − F₀ = (e^b − 1)F₀(t), which rises with t. At T_m it equals (e^b − 1)e^(−b) = 1 − e^(−b). Above T_m it is 1 − F₀(t), which falls. The greatest change in cumulative probability is therefore 1 − e^(−b). This gives "thin" its meaning: the Fréchet law is a good approximation to the probabilities when b << 1.

Quantiles ask for more. Setting F(t_p) = p gives

t_p = s(b − ln p)^(−1/m).   (9)

The cutoff may be ignored in t_p only if b << −ln p. Since −ln p tends to zero as p approaches 1, high quantiles feel the cutoff even in a thin layer.

**6. Numbers for aluminium**

For Al on Al, Z = 13 and the masses are equal, so T_m = E = 50 keV and E_c = E/2. A rough lattice constant of 0.405 nm gives N = 4/0.405³ = 60.21 nm⁻³. The Coulomb constant is K = Z²e²/(4πε₀) = 243.35 eV nm, with e the elementary charge and ε₀ the vacuum permittivity. The Lindhard screening length is a = 0.8853a₀/(√2 Z^(1/3)) = 0.01409 nm, where a₀ is the Bohr radius.

The strength of the power law is set through the reduced variable u = ε√(T/T_m), with ε = aE_c/K = 1.447. In the usual screened form,

dσ = πa² f(u) du/u².   (10)

A constant f = λ gives, without a cutoff, σ(>T) = πa²λ/u = (πaλK/E_c)√(T_m/T). Comparison with (3) gives κ = 4λaK/π. With the customary λ = 0.327 for m = 1/2, κ = 1.427 eV nm². Differentiating (3) with T_m = E and E_c = E/2 gives C = π²κ/4 = 3.522 eV nm².

For m = 1/2, equation (6) becomes

s = (2NxC)²/E = (2 × 60.21 × 10 × 3.522 eV)²/(50 000 eV) ≈ 360 eV,
b = √(359.8/50 000) = 0.0848.

The cutoff changes the cumulative probability by at most 1 − e^(−0.0848) = 0.081. A simulation with the cutoff differed from (8) by at most 0.0075, within the same allowance as before, and from the uncut law by 0.082.

The median falls from 359.8/(0.6931)² = 749 eV without the cutoff to 359.8/(0.0848 + 0.6931)² ≈ 595 eV with it, a drop of 21 % relative to the uncut value. At p = 0.9, −ln p = 0.105 is comparable with b. The uncut quantile would be about 32 keV; the cut one is 9.9 keV. Thus b = 0.085 is small enough for a fair account of probabilities, but not of the upper quantiles.

**7. One recoil or many? One ion or many?**

With the cutoff, the mean of M is finite. Put y = (t/s)^(−m) again. Now F = e^(b−y), and y runs from ∞ down to b:

⟨M⟩ = s e^b ∫_b^∞ y^(−1/m) e^(−y) dy.

Substitute y = bw and use s b^(−1/m) = T_m:

⟨M⟩ = T_m b e^b E_(1/m)(b),
E_ν(b) = ∫₁^∞ w^(−ν) e^(−bw) dw.   (11)

The mean total nuclear loss sums all recoils:

⟨S⟩ = N x C E^(−m) ∫₀^(T_m) T^(−m) dT = m s^m T_m^(1−m)/(1 − m) = T_m b m/(1 − m).

It is finite because m < 1: soft collisions are infinitely numerous but carry finite energy. The ratio of the means is

⟨M⟩/⟨S⟩ = [(1 − m)/m] e^b E_(1/m)(b).

As b → 0, E_(1/m)(0) = 1/(1/m − 1) = m/(1 − m), and the ratio tends to 1. In a very thin layer, one recoil carries nearly all of the mean loss. In the opposite limit, b >> 1, the integral in (11) is concentrated near w = 1 and equals about e^(−b)/b, so ⟨M⟩ → T_m. This limit is consistent with constant E only when T_m << E; for equal masses and m = 1/2, ⟨S⟩/E = b, so b must stay well below 1.

For the example, ⟨S⟩ = 50 000 × 0.08483 ≈ 4242 eV and the ratio is 0.818, so ⟨M⟩ = 3469 eV, nearly six times the median. Numerical integration of 1 − F agrees with (11) within one part in 10⁶. The simulated mean was 3336 ± 51 eV, which is 2.6 standard errors low. That passed the test limit of four standard errors, but it is an uncommon deviation; given the agreement of the integral, I take it to be a sampling fluctuation.

Now let n independent ions cross the layer, and let M be the largest recoil of them all. Its distribution is Fⁿ. Without a cutoff,

F₀ⁿ = exp[−n(t/s)^(−m)],

again a Fréchet law of shape m, with scale s n^(1/m). A dose of 10¹⁴ cm⁻² is 1 ion per nm², so a cell of 30 nm × 30 nm receives 900 ions. The uncut scale would be 900² × 359.8 eV = 291 MeV, although no recoil can exceed 50 keV.

With the cutoff, write t = T_m − y. Since (T_m/s)^(−m) = b,

Λ = b[(1 − y/T_m)^(−m) − 1] ≈ b m y/T_m,  y << T_m,

and therefore

P(T_m − M > y) ≈ exp(−n b m y/T_m).   (12)

The gap below T_m is exponential, with mean T_m/(nbm), when nbm >> 1. More ions thus lead away from the Fréchet law. For exactly 900 ions, equation (12) gives a mean gap of 50 000/(900 × 0.08483 × 0.5) ≈ 1310 eV and a median gap of 908 eV; the full law gives a median gap of 896 eV. The next term of the expansion raises Λ by the fraction (1 + m)y/(2T_m), about 1.3 % here, which accounts for the difference. At constant E and with the power law, the median largest recoil is therefore 49.1 keV. The gap depends on the cross section right at T_m, where the single power is least reliable: the screened form of section 8 gives a median gap of about 1.4 keV, and classical orbits in standard screened potentials give about 1.5 to 1.7 keV. This gap is smaller than the energy an ion loses on its way through the layer (section 8), so in a real film slowing lowers the value by a further 1 keV or more.

**8. Small transfers and the real film**

Suppose only recoils above T_c are counted. Equation (8) is unchanged for t ≥ T_c, but there is now a finite probability F(T_c) of no counted recoil. For a rough displacement threshold of 25 eV,

F(25 eV) = exp[0.0848 − √(359.8/25)] = 0.0245.

Cascades inside the layer do not alter M. A recoil of energy T₁ can pass on at most 4M_aM_bT₁/(M_a + M_b)², where M_a and M_b are the two masses. This does not exceed T₁, because (M_a − M_b)² ≥ 0. Particles re-entering from outside the layer are excluded.

The single power is the first approximation to examine. A standard fit to Thomas–Fermi scattering uses, in (10),

f(u) = 1.309u^(1/3)[1 + (2.618u^(4/3))^(2/3)]^(−3/2).

Where f varies locally as u^(1−2m), equation (10) takes the form T^(−1−m) dT of (5), which defines a local m of the differential cross section. The integrated tail also collects larger T, where m is higher, so it falls faster than T^(−m) with this local value. With the same cutoff, the two models give:

P(M > 100 eV): power 0.837, screened 0.901; local m = 0.43.
P(M > 1 keV): power 0.403, screened 0.447; local m = 0.545.
P(M > 10 keV): power 0.100, screened 0.085; local m = 0.71.

The exponent m = 1/2 matches the local exponent of the screened differential cross section near 0.5 keV. The uncut integrated tail already has exponent 0.60 there and has exponent 1/2 near 70 eV. The screened tail falls faster at high energy. The screened median is 789 eV, 33 % above the 595 eV of the power law. The screened form is itself an approximation, so this measures sensitivity to the model rather than error against experiment. Classical orbits in the Thomas–Fermi, Molière, Kr-C and ZBL potentials give medians of 0.60 to 0.70 keV, 0.9 quantiles of about 7.1 to 7.6 keV instead of 9.9 keV, and mean nuclear losses of 3.5 to 3.8 keV instead of 4.2 keV.

Slowing comes next. The Lindhard–Scharff estimate of electronic loss is 2222 eV; with the nuclear loss, the ion loses on average 12.9 % of E. Letting the energy fall linearly by this amount would raise s by 7.0 %, the figure in the output, but that overstates the effect on the median. Most of the mean nuclear loss comes from the rare large recoils themselves. What matters is the energy lost before the first recoil above the median t = 595 eV. Softer recoils carry ⟨S⟩√(t/T_m) ≈ 463 eV; with the electronic loss this is 5.4 % of E. The average over depth is half of that, and s varies as 1/E, so s rises by about 3 %. Since b rises with it, the median rises by only about 2 %.

Deflection lengthens the path. For equal masses the laboratory angle is θ/2, so its squared sine is T/E. If all angles were small, the mean squared direction angle at the exit would be about ⟨S⟩/E = 0.085, and its average over depth half of that. The extra path, half the squared angle, would then be 2.1 %, the figure in the output. But rare hard collisions dominate this estimate, and their angles are not small, so it is not the true mean. The softer recoils do deflect the ion only weakly. With their 463 eV alone, the extra path is about 0.2 %, which raises s by about 0.5 %.

Thermal motion also enters. An atom with initial energy of order kT, where k is Boltzmann's constant and T here the temperature, changes the recoil energy by a cross term of up to about 2√(kT s), with either sign. At 300 K, kT/s = 7.2 × 10⁻⁵, so for an atom of energy kT the relative change at s is up to about 1.7 %; faster atoms can exceed this.

Crystal order can matter more. Smearing V = κ/r² along an atomic row of spacing d gives the potential πκ/(dr) at distance r. An ion at angle ψ to the row has transverse energy Eψ². While it turns at a closest distance r, it travels a few times r/ψ along the row. Smearing makes sense only if the turn spans a few atoms, so r must be at least about ψd. Setting πκ/(dr) = Eψ² at r = ψd gives the rough limit ψ³ = πκ/(Ed²). For the close-packed row, d = 0.405/√2 nm and ψ ≈ 5.9°. Within about this angle of the row, channelling can suppress close collisions. If a fraction φ of the ions made no recoil above t and the rest followed (8), P(M > t) would be multiplied by 1 − φ. The value of φ is not calculated here.

A 10 nm film is a demanding case: real aluminium carries a native oxide a few nanometres thick, and film grains may be aligned with the beam. Neither effect is included in (8). Among the effects evaluated, the screened cross section moves the median most. For this film, a typical largest recoil of 0.6 to 0.8 keV is a fair reading of the two random-medium models, with the beam kept away from channelling directions. The full numerical output follows.

Numbers as computed

```
Ion energy E = Tm: 50 keV; thickness x: 10 nm
Z: 13; mass: 26.98 u; m: 0.5; coefficient: 0.327
Lattice constant (rough): 0.405 nm; N: 60.21 nm^-3
Coulomb constant K: 243.35 eV nm; screening a: 0.01409 nm
Reduced energy eps: 1.4473
Cross-section constant C (m=1/2): 3.52207 eV nm^2
Potential constant kappa: 1.4274 eV nm^2
Frechet scale s: 359.8 eV; b: 0.08483
Frechet median, no cut: 748.9 eV
Quantile 0.1 with cut: 63.1 eV
Quantile 0.5 with cut: 594.5 eV
Quantile 0.9 with cut: 9947.1 eV
Largest CDF change by cut, 1-exp(-b): 0.0813
Simulation distance to Frechet, m=0.333: 0.0052
Simulation distance to Frechet, m=0.500: 0.0040
Simulation distance to Frechet, m=0.800: 0.0044
Simulation distance allowed: 0.0148
Cut simulation to cut law: 0.0075
Cut simulation to uncut Frechet: 0.0823
Mean largest recoil: 3469 eV
Simulated mean: 3336 +- 51 eV
Mean nuclear loss in layer: 4242 eV
Share carried by largest recoil: 0.818
Dose: 1e+14 cm^-2; cell side: 30 nm; ions: 900
Uncut scale for these ions: 291.4 MeV
Mean gap Tm-M, exponential law: 1310 eV
Median M for these ions: 49.10 keV
Median gap: 896 eV; exponential law: 908 eV
NEGLECTED EFFECTS
Median with Thomas-Fermi screening: 788.5 eV
P(M > 100 eV): power 0.8367, screened 0.9010; local m 0.429
P(M > 1000 eV): power 0.4025, screened 0.4467; local m 0.545
P(M > 10000 eV): power 0.0995, screened 0.0851; local m 0.709
Electronic loss in layer: 2222 eV
Total mean loss / E: 0.1293
Rise of s by slowing: 7.0 %
Path lengthening by deflection: 2.1 %
Atomic planes: 39.2; P at median: 0.4969
Threshold (rough): 25 eV; P(M below it): 0.0245
Channelling angle, rough: 5.9 degrees
kT at 300 K: 0.0259 eV; kT/s: 7.2e-05
```
